# Where small silica spheres absorb in the infrared

**Q:** I have a powder of silica spheres, 25 nm in radius, and I want to predict its infrared absorption. The strong stretching band of silica has its transverse frequency at 1076 cm⁻¹. That is where the material is lossy, so that is where the spheres must absorb most. Making the piece smaller does not change the bonds.

**A:** The bonds are indeed the same, but the conclusion doesn't follow. Let me write your premise as a formula. I take one damped mode, fields varying as $e^{-i\omega t}$, and wavenumbers $\nu=\omega/2\pi c$. The ionic polarization $P_i$ is driven by the macroscopic field $E_{\rm in}$ inside the material:

$$(\nu_T^2-\nu^2-i\gamma\nu)\,P_i=\varepsilon_0 S\,E_{\rm in}. \tag{1}$$

The electrons add $\varepsilon_0(\varepsilon_\infty-1)E_{\rm in}$, so the relative permittivity is

$$\varepsilon(\nu)=\varepsilon_\infty+\frac{S}{\nu_T^2-\nu^2-i\gamma\nu}. \tag{2}$$

The longitudinal frequency is the zero of $\varepsilon$ without damping. Setting $\varepsilon(\nu_L)=0$ gives $S=\varepsilon_\infty(\nu_L^2-\nu_T^2)$. With $\nu_L=1256$ cm⁻¹ and $\varepsilon_\infty=2.1$,

$$S=2.1\,(1256^2-1076^2)=881496\ \text{cm}^{-2}.$$

For a given field inside, the dissipated power is proportional to

$$\nu\,{\rm Im}\,\varepsilon=\frac{S\gamma\nu^2}{(\nu_T^2-\nu^2)^2+\gamma^2\nu^2}=\frac{S\gamma}{(\nu_T^2/\nu-\nu)^2+\gamma^2}. \tag{3}$$

The last form is largest when the bracket vanishes, at $\nu=\nu_T$. So far you are right. The words that matter are "for a given field inside".

**Q:** Isn't the field inside such a small sphere just the field of the light wave?

**A:** No. The sphere is small compared with the wavelength, so the applied field $E_0$ is uniform across it, but the polarized sphere adds a field of its own. A uniform polarization $P$ along $z$ leaves a surface charge $P\cos\theta$. Try the potential $Az$ inside and $Aa^3z/r^3$ outside, where $a$ is the radius. Both satisfy Laplace's equation, and they agree at $r=a$. The radial field is $2A\cos\theta$ just outside and $-A\cos\theta$ just inside. Gauss's law requires the jump to equal the surface charge over $\varepsilon_0$:

$$3A\cos\theta=\frac{P\cos\theta}{\varepsilon_0}\quad\Rightarrow\quad A=\frac{P}{3\varepsilon_0}.$$

The field of the charge inside is therefore uniform and equal to $-P/3\varepsilon_0$. It opposes the polarization. Insert $P=\varepsilon_0(\varepsilon-1)E_{\rm in}$:

$$E_{\rm in}=E_0-\frac{\varepsilon-1}{3}E_{\rm in}\quad\Rightarrow\quad E_{\rm in}=\frac{3}{\varepsilon+2}\,E_0. \tag{4}$$

The mean absorbed power is $\tfrac12\omega\varepsilon_0\,{\rm Im}\,\varepsilon\,|E_{\rm in}|^2V$ for a sphere of volume $V$, and the incident intensity is $\tfrac12\varepsilon_0c|E_0|^2$. Their ratio is the absorption cross section:

$$C_{\rm abs}=2\pi\nu V\,{\rm Im}\,\varepsilon\left|\frac{3}{\varepsilon+2}\right|^2. \tag{5}$$

A large ${\rm Im}\,\varepsilon$ appears in the numerator once, but in the denominator squared. Where $|\varepsilon|$ is large, (4) lets little field into the sphere.

**Q:** Then where does the absorption peak?

**A:** Follow the ions. The total polarization is $P_i+\varepsilon_0(\varepsilon_\infty-1)E_{\rm in}$, so

$$E_{\rm in}=E_0-\frac{P_i}{3\varepsilon_0}-\frac{\varepsilon_\infty-1}{3}E_{\rm in}.$$

Collecting the terms in $E_{\rm in}$ and multiplying by 3 gives

$$(\varepsilon_\infty+2)E_{\rm in}=3E_0-\frac{P_i}{\varepsilon_0}.$$

Put this into (1) and move the term in $P_i$ to the left:

$$\left(\nu_T^2+\frac{S}{\varepsilon_\infty+2}-\nu^2-i\gamma\nu\right)P_i=\frac{3\varepsilon_0S}{\varepsilon_\infty+2}E_0. \tag{6}$$

The ions in the sphere form an oscillator with the same damping but an extra restoring force, supplied by the surface charge. Its resonance is at

$$\nu_F^2=\nu_T^2+\frac{S}{\varepsilon_\infty+2}=\frac{\varepsilon_\infty\nu_L^2+2\nu_T^2}{\varepsilon_\infty+2}. \tag{7}$$

For your spheres,

$$\nu_F^2=1157776+\frac{881496}{4.1}=1372775\ \text{cm}^{-2},\qquad \nu_F=1172\ \text{cm}^{-1}.$$

This is a wavelength of 8.53 µm or an energy of 145 meV, and it lies 96 cm⁻¹ above the transverse frequency.

**Q:** That is the resonance of the ionic motion. Is it also the maximum of the absorption, with the electrons and the damping included?

**A:** It is, within this small-sphere model. Write $D=\nu_T^2-\nu^2-i\gamma\nu$ and $s=S/(\varepsilon_\infty+2)$. From (2), $\varepsilon+2=(\varepsilon_\infty+2)(D+s)/D$, and therefore

$$\frac{\varepsilon-1}{\varepsilon+2}=1-\frac{3}{\varepsilon+2}=1-\frac{3}{\varepsilon_\infty+2}\left(1-\frac{s}{D+s}\right).$$

Since $D+s=\nu_F^2-\nu^2-i\gamma\nu$, this is

$$\frac{\varepsilon-1}{\varepsilon+2}=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+2}+\frac{B}{\nu_F^2-\nu^2-i\gamma\nu},\qquad B=\frac{3S}{(\varepsilon_\infty+2)^2}. \tag{8}$$

The first term is real and doesn't absorb. The imaginary part of $1-3/(\varepsilon+2)$ is $3\,{\rm Im}\,\varepsilon/|\varepsilon+2|^2$, so (5) equals $6\pi\nu V$ times the imaginary part of (8):

$$\frac{C_{\rm abs}}{V}=\frac{6\pi B\gamma\nu^2}{(\nu_F^2-\nu^2)^2+\gamma^2\nu^2}=\frac{6\pi B\gamma}{(\nu_F^2/\nu-\nu)^2+\gamma^2}. \tag{9}$$

The maximum is at $\nu_F$. Half height is reached where $\nu_F^2/\nu-\nu=\pm\gamma$, that is, at $\nu=\sqrt{\nu_F^2+\gamma^2/4}\mp\gamma/2$. The two points are $\gamma$ apart, so with a single damping constant the sphere's line is as wide as the bulk one.

A word about the familiar condition $\varepsilon=-2$: it holds without damping. With $\gamma=70$ cm⁻¹, a rough width for this band, the permittivity at the peak is $-1.48+1.37i$. Looking for the point where the real part alone equals $-2$ is then not an exact way to find the maximum.

All of this assumed a uniform applied field. The Mie series, which solves Maxwell's equations for a sphere without that assumption, puts the peak for a 25 nm radius at 1171.64 cm⁻¹, against 1171.65 from (7).

**Q:** So a small silica sphere does not absorb at 1076 cm⁻¹ at all?

**A:** That would be too strong. It has no maximum there, but it has a tail. Dividing (9) at $\nu_T$ by its peak value gives

$$\frac{C_{\rm abs}(\nu_T)}{C_{\rm abs}(\nu_F)}=\frac{\gamma^2}{(\nu_F^2/\nu_T-\nu_T)^2+\gamma^2}=\frac{70^2}{199.8^2+70^2}=0.109. \tag{10}$$

The absorption at the bulk frequency is 11 percent of the peak. It vanishes as $\gamma\to0$.

The fields show how this comes about:

| | at $\nu_T$ | at $\nu_F$ |
|---|---:|---:|
| ${\rm Im}\,\varepsilon$ | 11.70 | 1.37 |
| $\lvert E_{\rm in}/E_0\rvert^2$ | 0.0585 | 4.21 |

At $\nu_T$ the material is more than eight times as lossy, but the intensity inside is about seventy times smaller. The second factor wins.

**Q:** Yet a thin silica film does show its band at the transverse frequency. It is the same material, and the film is thinner than my spheres.

**A:** Smallness isn't what moves the resonance. What matters is whether the polarization ends on a surface. At normal incidence the electric field lies in the plane of the film. No charge appears on the faces, and the tangential field is continuous, so $E_{\rm in}\approx E_0$ as long as the film is thin enough to disturb the wave little. The absorbed fraction per thickness is then $2\pi\nu\,{\rm Im}\,\varepsilon$, which by (3) peaks at $\nu_T$. For a free-standing 5 nm film, a calculation with all multiple reflections gives a peak at 1076.0 cm⁻¹.

The strengths can be compared too. At the respective maxima, with the same $\gamma$,

$$\frac{(C_{\rm abs}/V)_{\rm sphere}}{(\text{absorbed fraction}/\text{thickness})_{\rm film}}=\frac{6\pi B/\gamma}{2\pi S/\gamma}=\frac{9}{(\varepsilon_\infty+2)^2}=0.535. \tag{11}$$

The two values are $4.24\times10^4$ and $7.91\times10^4$ cm⁻¹. If you estimate the amount of silica in a dilute powder, with vacuum or air around the spheres, from a film calibration, this factor matters as well as the position. Apply it to the areas of the bands, which for a single mode are proportional to $3B$ and $S$ whatever the damping. The number assumes one mode pair and a free-standing film only a few nanometres thick. With the two lower silica bands added as below, the area ratio of the stretching band rises to about 0.62. On a substrate of refractive index $n_s$, the film's loss of transmission relative to the bare surface is smaller by $2/(1+n_s)$, a factor 0.45 for silicon. Peak heights follow it only if both lines have the same width, which disorder in a glass can prevent.

**Q:** Can I get other positions from other shapes?

**A:** Yes. In an ellipsoid the surface charge again makes a uniform field, $-NP/\varepsilon_0$ along a principal axis, where $N$ is the depolarization factor of that axis. The elimination goes as before:

$$E_{\rm in}=E_0-\frac{NP_i}{\varepsilon_0}-N(\varepsilon_\infty-1)E_{\rm in}
\;\Rightarrow\;
E_{\rm in}=\frac{E_0-NP_i/\varepsilon_0}{1+N(\varepsilon_\infty-1)}.$$

Substitution in (1) gives

$$\nu_N^2=\nu_T^2+\frac{NS}{1+N(\varepsilon_\infty-1)}. \tag{12}$$

For $N=1/3$ this is the sphere. For $N=0$, a long needle along the field or a film with the field in its plane, it is $\nu_T$. For a long cylinder across the field, $N=1/2$ and the resonance is at 1201 cm⁻¹; the cylindrical wave solution for a thin cylinder agrees. For $N=1$, a film with the field along its normal, the added term is $S/\varepsilon_\infty=\nu_L^2-\nu_T^2$, and the resonance is at $\nu_L$.

You can reach the last case with the film by tilting it. Light polarized in the plane of incidence has field components both along and across the film. At 60 degrees the calculated 5 nm film has two peaks, at 1076.2 and 1255.6 cm⁻¹. A second peak near 1256 cm⁻¹ in such a spectrum therefore need not mean a second kind of bond.

**Q:** In practice I would press the powder into a transparent pellet. Does 1172 cm⁻¹ survive that?

**A:** No, the pellet changes the answer considerably. Let the surroundings have a real, constant permittivity $\varepsilon_h$. Outside the sphere the potential is $-E_0z+pz/r^3$, with a constant $p$ measuring the induced dipole; inside it is $-E_{\rm in}z$. Continuity of the potential, and of the normal component of $\varepsilon E$, requires

$$E_{\rm in}=E_0-\frac{p}{a^3},\qquad \varepsilon E_{\rm in}=\varepsilon_h\left(E_0+\frac{2p}{a^3}\right)=\varepsilon_h(3E_0-2E_{\rm in}).$$

Hence $E_{\rm in}=3\varepsilon_hE_0/(\varepsilon+2\varepsilon_h)$. The number 2 in the denominator of (4) has become $2\varepsilon_h$, and the resonance moves to

$$\nu_h^2=\nu_T^2+\frac{S}{\varepsilon_\infty+2\varepsilon_h}. \tag{13}$$

For $\varepsilon_h=2.3$ the added term is $881496/6.7=131567$ cm⁻², which gives 1135 cm⁻¹. The Mie series for the embedded 25 nm sphere gives the same value to this precision. The surroundings partly screen the surface charge and weaken its restoring force. In the limit of very large $\varepsilon_h$ the resonance returns to $\nu_T$. A shift of 36 cm⁻¹ between vacuum and pellet thus needs no change in the silica.

The strength changes too. The numerator of the inner field has gained a factor $\varepsilon_h$, and the incident intensity for a given $E_0$ is larger by $\sqrt{\varepsilon_h}$. Compared with the same free-standing film, the factor in (11) therefore becomes $9\varepsilon_h^{3/2}/(\varepsilon_\infty+2\varepsilon_h)^2=0.70$. Within the single-pair model this value, not 0.535, applies to the band areas of a dilute pellet; the other bands of real silica raise it by roughly a tenth.

**Q:** And how small is "small"? The radius has dropped out of your formula.

**A:** It drops out while the phase of the wave changes little across the sphere, both outside and inside. For 25 nm, $2\pi a/\lambda=0.018$ at the resonance. The Mie peak moves down by 0.3 cm⁻¹ for a radius of 100 nm and by 7 cm⁻¹ for 500 nm, with the material held fixed. At 25 nm the peak cross section is 277 nm², or 14 percent of the geometric area, and scattering is about $10^{-5}$ of absorption. What you lose from the transmitted beam is then almost entirely heat in the spheres.

**Q:** How far should I trust 1172 cm⁻¹ for real silica?

**A:** Treat it as the result for one mode pair and an isolated sphere, not as a measured value. The model's static permittivity is 2.86, while that of silica is roughly 3.9, because there are further bands at lower frequency. I put these at roughly 460 and 800 cm⁻¹, gave the upper one a longitudinal partner at 820, and assigned the remaining static response to the lower one. With your mode pair held fixed and damping ignored, the condition $\varepsilon=-2$ then moves down by about 5 cm⁻¹. Glass is also disordered. Replacing the single $\nu_T$ by a Gaussian spread of standard deviation 30 cm⁻¹, with a local damping of 10 cm⁻¹, raises the peak by 10 cm⁻¹ and reduces the absorption at 1076 cm⁻¹ to 1.6 percent of the peak. The tail in (10) therefore depends on the origin of the linewidth much more than the position does. In hot use, an assumed softening of both mode frequencies by 0.5 percent lowers the peak by 6 cm⁻¹, since (7) scales with them. These are separate estimates, each relative to 1172 cm⁻¹, and they need not simply add. The largest correction is another one. The real band has a shoulder on its high-frequency side, which a single oscillator can't reproduce and which falls right on 1172 cm⁻¹. Describe it as a second mode pair, transverse near 1200 and longitudinal near 1160 cm⁻¹, multiplied into $\varepsilon$ with your pair held fixed. The main sphere peak then drops to about 1133 cm⁻¹, a weaker one appears near 1215, and the pellet value becomes about 1113. For real silica spheres in vacuum expect roughly 1130 to 1140 cm⁻¹, still well above 1076, and compute it from measured optical constants.

**Q:** Why should a symmetric spread push the peak upward?

**A:** Because the sites nearest to the peak count most. Above the band, a site at $w$ contributes $-S/(\nu^2-w^2)$ to $\varepsilon$. Let $\Delta=\nu^2-\nu_T^2$ and $w=\nu_T+\delta$, with $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=\sigma^2$. Expanding to order $\sigma^2$,

$$\left\langle\frac{1}{\nu^2-w^2}\right\rangle\approx\frac1\Delta\left(1+\frac{\sigma^2}{\Delta}+\frac{4\nu_T^2\sigma^2}{\Delta^2}\right).$$

At the sphere resonance $\Delta=214999$ cm⁻², so the bracket is about 1.09. The permittivity is more negative than before and reaches $-2$ at a higher frequency. To this order $\Delta$ must grow by about 9 percent, which raises the peak by $0.09\,\Delta/2\nu_F$, between 8 and 9 cm⁻¹. The full average gives 10.

**Q:** My powder isn't made of isolated spheres either.

**A:** Then their dipole fields couple. For a modest filled fraction $f$ of randomly placed spheres, the Maxwell Garnett estimate of the mixture's permittivity is

$$\varepsilon_{\rm mix}=1+\frac{3f\beta}{1-f\beta},\qquad \beta=\frac{\varepsilon-1}{\varepsilon+2}.$$

Its resonance is where $1-f\beta=0$, apart from damping. With (8), and $A=(\varepsilon_\infty-1)/(\varepsilon_\infty+2)$, this means

$$\nu^2=\nu_F^2-\frac{fB}{1-fA}. \tag{14}$$

At 10 percent filling this resonance, seen as the maximum of $\nu\,{\rm Im}\,\varepsilon_{\rm mix}$, shifts by $-7$ cm⁻¹. The absorption coefficient of a thick layer is proportional to $\nu\,{\rm Im}\sqrt{\varepsilon_{\rm mix}}$ instead, and with $\gamma=70$ cm⁻¹ its maximum shifts by only about $-2$ cm⁻¹. Both are mean-field estimates, and I would not use them for a compact powder, where touching neighbours make the field inside each sphere uneven.

**Q:** So before I assign a peak, I need to know the shape, the surroundings and the packing, as well as the material.

**A:** Yes. For dilute, small spheres in vacuum, the single mode pair gives 1172 cm⁻¹, and the shoulder of real silica lowers this to roughly 1130 to 1140 cm⁻¹; for a thin film at normal incidence, start from 1076 cm⁻¹. The numerical output below lists the single-pair values for both, with the smaller corrections.

## Numbers as computed

```
bulk transverse wavenumber: 1076 cm^-1
bulk longitudinal wavenumber: 1256 cm^-1
electronic permittivity: 2.1
damping (rough): 70 cm^-1
oscillator strength S: 881496 cm^-2
sphere radius: 25 nm
size parameter 2 pi a/lambda: 0.0184
inner field of surface charge, P/eps0: -0.333333
sphere resonance, formula: 1171.65 cm^-1
sphere resonance, wavelength: 8.535 um
sphere resonance, energy: 145.3 meV
shift from bulk transverse: 95.65 cm^-1
Mie peak, example radius: 1171.64 cm^-1
Mie width at half height, 2.5 nm: 70.00 cm^-1
Re permittivity at nu_T: 2.100
Im permittivity at nu_T: 11.703
inner/outer intensity at nu_T: 0.0585
Re permittivity at nu_F: -1.479
Im permittivity at nu_F: 1.365
inner/outer intensity at nu_F: 4.2146
absorption at nu_T / peak, formula: 0.1093
absorption at nu_T / peak, Mie: 0.1093
peak absorption per volume, sphere: 42362 cm^-1
peak absorption per volume, film: 79117 cm^-1
sphere/film peak ratio, waves: 0.5354
sphere/film peak ratio, formula: 0.5354
absorption cross section at peak: 277.3 nm^2
cross section / geometric area: 0.1412
scattering / absorption at peak: 8.13e-06
film thickness: 5 nm
film peak, normal incidence: 1076.00 cm^-1
oblique angle: 60 degrees
film lower peak, oblique p light: 1076.16 cm^-1
film upper peak, oblique p light: 1255.61 cm^-1
cylinder across field, formula: 1200.89 cm^-1
cylinder across field, waves: 1200.89 cm^-1
host permittivity: 2.3
sphere in host, formula: 1135.49 cm^-1
sphere in host, Mie: 1135.46 cm^-1
Mie peak shift, radius 100 nm: -0.29 cm^-1
Mie peak shift, radius 500 nm: -6.93 cm^-1
static permittivity of single pair: 2.86
static permittivity, rough silica: 3.9
shift from lower silica bands: -4.6 cm^-1
disorder: Gaussian standard deviation: 30 cm^-1
disorder: local damping: 10 cm^-1
disorder: peak shift: 10.0 cm^-1
disorder: absorption at nu_T / peak: 0.0163
crowding: filled fraction: 0.10
crowding: peak shift: -6.9 cm^-1
assumed hot softening: 0.5 percent
hot softening: peak shift: -5.9 cm^-1
```
